# Counting the upper roots of a kinetically balanced Dirac matrix

A two-component Hamiltonian can be built from the upper half of the solutions of a matrix Dirac equation. A Hermitian problem of dimension $2N$ with a positive metric has $2N$ real eigenvalues, and one can always call the largest $N$ of them "electronic". That is mere sorting. The problem below asks when these $N$ eigenvalues really lie above a negative-energy branch that has been defined independently of the sorting.

Hartree atomic units are used and the rest energy $c^2$ is subtracted, so a free particle has energies $E\ge 0$ and $E\le -2c^2$. One electron moves in a fixed, real, local potential $V(\mathbf r)$:

$$V\psi_L+c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\psi_S=E\psi_L,\qquad c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\psi_L+(V-2c^2)\psi_S=E\psi_S .$$

The large component is expanded in $N$ linearly independent functions $\phi_i$, the small one in the kinetically balanced functions $\boldsymbol\sigma\!\cdot\!\mathbf p\,\phi_i/(2c)$. The matrices $S$, $V$ and $T$ hold the overlap, potential and kinetic energy $p^2/2$ of the $\phi_i$, and $W_{ij}=\langle\boldsymbol\sigma\!\cdot\!\mathbf p\,\phi_i|V|\boldsymbol\sigma\!\cdot\!\mathbf p\,\phi_j\rangle$. All are assumed finite.

## (a) Set up the matrix problem and show that the signs of one matrix count the eigenvalues above a chosen energy $\sigma$.

**Solution.** Since $(\boldsymbol\sigma\!\cdot\!\mathbf p)^2=p^2$, the coupling block is $c\langle\phi_i|p^2|\phi_j\rangle/(2c)=T_{ij}$. The overlap of the small functions is $\langle\phi_i|p^2|\phi_j\rangle/(4c^2)=T_{ij}/(2c^2)$. The small block is $W/(4c^2)-2c^2\,T/(2c^2)=W/(4c^2)-T$. Hence $HC=MCE$ with

$$H=\begin{pmatrix}V&T\\T&\dfrac{W}{4c^2}-T\end{pmatrix},\qquad M=\begin{pmatrix}S&0\\0&R\end{pmatrix},\qquad R=\frac{T}{2c^2}.$$

A normalizable function with $\boldsymbol\sigma\!\cdot\!\mathbf p\,\phi=0$ vanishes, so $T>0$, and therefore $M>0$.

Let $n_+(Q)$, $n_-(Q)$ and $n_0(Q)$ be the numbers of positive, negative and zero eigenvalues of a Hermitian matrix $Q$. Sylvester's law says that they do not change under a congruence $Q\to G^\dagger QG$ with invertible $G$. The reason is that $n_+(Q)$ is the largest dimension of a subspace on which $x^\dagger Qx>0$ for all $x\ne0$. The positive eigenvectors span such a subspace, and any larger subspace must share a nonzero vector with the span of the remaining eigenvectors, where the form is not positive. An invertible $G$ maps subspaces to subspaces of equal dimension, so $n_+$ is preserved. The same argument for $-Q$ preserves $n_-$, and then $n_0$ follows.

Now write

$$H-\sigma M=M^{1/2}\left(M^{-1/2}HM^{-1/2}-\sigma\right)M^{1/2}.$$

The bracket has eigenvalues $\lambda_k-\sigma$, where $\lambda_1\le\dots\le\lambda_{2N}$ solve the original problem. Therefore

$$\#\{\lambda_k>\sigma\}=n_+(H-\sigma M).$$

## (b) Reduce this count to two matrices of dimension $N$.

**Solution.** Denote the shifted small block by

$$D(\sigma)=\frac{W}{4c^2}-T-\sigma R=\frac{W}{4c^2}-\left(1+\frac{\sigma}{2c^2}\right)T .$$

If $D$ is invertible, define the Schur complement

$$K(\sigma)=V-\sigma S-TD^{-1}T .$$

Direct multiplication gives

$$\begin{pmatrix}1&TD^{-1}\\0&1\end{pmatrix}\begin{pmatrix}K&0\\0&D\end{pmatrix}\begin{pmatrix}1&0\\D^{-1}T&1\end{pmatrix}=\begin{pmatrix}K+TD^{-1}T&T\\T&D\end{pmatrix}=H-\sigma M .$$

The outer factors are adjoints of each other and have determinant one, so this is a congruence, and

$$\#\{\lambda_k>\sigma\}=n_+(K(\sigma))+n_+(D(\sigma)).$$

Likewise $n_0(H-\sigma M)=n_0(K)$: an eigenvalue sits at $\sigma$ when $K(\sigma)$ is singular. The signs of $K$ alone do not give the count unless those of $D$ are known.

## (c) Define the negative-energy branch, and bound the number of eigenvalues above it.

**Solution.** Without coupling, the small functions would have the eigenvalues $\mu_k$ of

$$\left(\frac{W}{4c^2}-T\right)y_k=\mu_kRy_k .$$

Put $\mu_k=-2c^2+w_k$. The terms $-Ty_k$ on both sides cancel, leaving $Wy_k=2w_kTy_k$. Thus $w_k$ is the mean potential in a small-component function. Let $\mu=-2c^2+w_{\max}$ be the largest $\mu_k$. The negative branch is defined here as all eigenvalues of the full problem at or below $\mu$.

For any $y\neq0$,

$$y^\dagger D(\sigma)y=y^\dagger\left(\frac{W}{4c^2}-T\right)y-\sigma\,y^\dagger Ry .$$

The largest value of the first term divided by $y^\dagger Ry$ is $\mu$. So $D(\sigma)$ is negative definite precisely when $\sigma>\mu$. Then $n_+(D)=0$ and

$$\#\{\lambda_k>\sigma\}=n_+(K(\sigma))\le N\qquad(\sigma>\mu).$$

If more than $N$ eigenvalues lay above $\mu$, a shift between $\mu$ and the lowest of them would contradict this bound. Hence at most $N$ lie above $\mu$, and $\lambda_N\le\mu$ in every case. The open question is whether $\lambda_{N+1}$ lies above $\mu$.

## (d) Find the necessary and sufficient condition for $N$ eigenvalues above the branch. What does it become at the free-particle edge $-2c^2$?

**Solution.** Suppose $K(\sigma)>0$ for some $\sigma>\mu$. By (c), $N$ eigenvalues lie above $\sigma$, and there cannot be more above $\mu$. Conversely, if $N$ eigenvalues lie above $\mu$, choose $\sigma$ between $\mu$ and the lowest of them. All $N$ are above $\sigma$, so $n_+(K(\sigma))=N$ and $K(\sigma)>0$. The result is

$$\lambda_{N+1}>\mu\quad\Longleftrightarrow\quad K(\sigma)>0\ \text{ for some }\ \sigma>\mu .$$

The choice of shift can be understood from the slope. With $dD/d\sigma=-R$ and $d(D^{-1})/d\sigma=D^{-1}RD^{-1}$,

$$\frac{dK}{d\sigma}=-S-TD^{-1}RD^{-1}T<0 .$$

Between the poles of $K$ at the $\mu_k$, and so for all $\sigma>\mu$, every eigenvalue of $K$ falls as $\sigma$ rises. A shift that passes the test guarantees that all lower shifts down to $\mu$ pass too. When the condition holds, the lowest eigenvalue of $K$ reaches zero at $\sigma=\lambda_{N+1}$, where the first upper root is lost from the count.

The approach to $\mu$ shows what can go wrong. With $y_j^\dagger Ry_k=\delta_{jk}$, the inverse of $-D=\sigma R-(W/4c^2-T)$ is $\sum_k y_ky_k^\dagger/(\sigma-\mu_k)$, so

$$K(\sigma)=V-\sigma S+\sum_{k=1}^N\frac{Ty_ky_k^\dagger T}{\sigma-\mu_k}.$$

As $\sigma\to\mu^+$ the term with $\mu_k=\mu$ grows without bound. For $N=1$ this makes $K$ positive, and one root always lies above $\mu$. For larger $N$, if fewer than $N$ of the $\mu_k$ equal $\mu$, there are vectors $x\ne0$ with $y_k^\dagger Tx=0$ for every term with $\mu_k=\mu$, and on them $x^\dagger Kx$ stays finite and may be negative. If all $\mu_k$ equal $\mu$, as for a constant potential, $K$ grows without bound in every direction and the condition always holds.

If $w_{\max}<0$, which holds when $V(\mathbf r)<0$ everywhere, then $\mu<-2c^2$ and $\sigma=-2c^2$ is an allowed shift. There $D=W/(4c^2)$, so

$$\lambda_{N+1}>-2c^2\quad\Longleftrightarrow\quad V+2c^2S+4c^2\,T(-W)^{-1}T>0 .$$

This is stricter than the condition at $\mu$: a root between $\mu$ and $-2c^2$ belongs above the branch but fails the test at the edge.

## (e) Is it enough to look at the potential energy alone? What does kinetic balance contribute?

**Solution.** Let $v_{\min}$ be the lowest eigenvalue of $Vx=vSx$. If $v_{\min}>\mu$, take $\mu<\sigma\le v_{\min}$. Then $V-\sigma S\ge0$, while $-TD^{-1}T>0$ because $T$ is invertible. So $K(\sigma)>0$, there are $N$ upper roots, and none lies in $(\mu,v_{\min}]$. This simple test is sufficient but not necessary, since it discards the kinetic term.

That term matters for tight functions near a point charge $-Z/r$. For one normalized Gaussian $e^{-\alpha r^2}$, the radial integrals give

$$V=-2Z\sqrt{\frac{2\alpha}{\pi}},\qquad T=\frac{3\alpha}{2},\qquad w=\frac{W}{2T}=-\frac{4Z}{3}\sqrt{\frac{2\alpha}{\pi}} .$$

The kinetic term at the edge is $4c^2T^2/(-W)=2c^2T/|w|$, and

$$K(-2c^2)=2c^2+\sqrt\alpha\left[\frac{9c^2}{4Z}\sqrt{\frac{\pi}{2}}-2Z\sqrt{\frac{2}{\pi}}\right].$$

Both terms in the bracket scale as $\sqrt\alpha$, so the charge decides the outcome for large $\alpha$. The bracket is positive for $Z^2<9\pi c^2/16$, or $Z<1.329\,c\approx182$. This number belongs to a single Gaussian and is no bound for a larger basis.

For another small basis with $m$ functions, $T$ in the coupling is replaced by an $N\times m$ matrix $B$. The congruence in (b) still holds, so inertia itself does not need kinetic balance. But if $m<N$, at least $N-m$ independent vectors satisfy $B^\dagger x=0$. On these $K(-2c^2)$ reduces to $V+2c^2S$, with no kinetic term to offset a deep potential.

## (f) What does the condition imply for decoupling?

**Solution.** Let the upper $N$ eigenvectors have large and small coefficient matrices $C_L$ and $C_S$, and let $\lambda_{N+1}>\mu$. Suppose some nonzero combination $z$ of them had no large component, $z=(0,y)$. As a combination of upper eigenvectors it satisfies

$$\frac{z^\dagger Hz}{z^\dagger Mz}\ge\lambda_{N+1}>\mu .$$

As a purely small vector its quotient is $y^\dagger(W/4c^2-T)y/(y^\dagger Ry)\le\mu$. The contradiction shows that $C_L$ is invertible, so $X=C_SC_L^{-1}$ exists.

The upper row of the eigenvalue equation, $VC_L+TC_S=SC_LE$, becomes

$$(V+TX)C_L=SC_LE .$$

Thus $S^{-1}(V+TX)$ has the $N$ upper eigenvalues. To obtain a Hermitian form, multiply the full equation from the left by $(1\;\;X^\dagger)$:

$$\left[V+TX+X^\dagger T+X^\dagger\left(\frac{W}{4c^2}-T\right)X\right]C_L=\left[S+X^\dagger RX\right]C_LE .$$

The condition guarantees that $X$ exists. It is not necessary for that, as (h) will show.

## (g) Apply the conditions to the $s_{1/2}$ states of a one-electron ion with point charge $Z=80$.

**Solution.** One spin component is treated with $N=14$ Gaussians, with exponents from 20 to 31 886 460 bohr$^{-2}$ in ratio 3. The full set of counts is in the numerical output.

The edge is $-2c^2=-37557.7$ hartree and the small block ends at $\mu=-37840.9$ hartree. Their difference gives $w_{\max}=-283.2$ hartree, the mean potential in the least strongly bound small function. The two eigenvalues around the gap are

$$\lambda_{14}=-37871.0,\qquad \lambda_{15}=-3531.8\ \text{hartree},$$

so $\mu$ separates two sets of 14.

The simple test fails badly: $v_{\min}=-823679$ hartree is far below $\mu$. Yet the lowest eigenvalue of $K(-2c^2)$, relative to $S$, is $+40157$ hartree. The kinetic term therefore overcomes the negative potential throughout this basis.

At $\sigma=-39557.7$ hartree, below $\mu$, the counts are $n_+(K)=13$ and $n_+(D)=4$. Their sum, 17, agrees with diagonalization: 14 upper roots and 3 roots of the negative branch. Here $K$ is not positive definite although the upper roots are complete. Conversely, for $\sigma<\lambda_1$ the matrix $H-\sigma M$ is positive definite, so by (b) $K>0$ whether or not the upper roots are complete. Below $\mu$ the sign of $K$ alone therefore decides nothing, which is why the condition requires $\sigma>\mu$. At $-3000$ hartree $D$ is negative definite and $n_+(K)=13$, because the lowest upper root has been passed.

The zero of the lowest eigenvalue of $K$ agrees with $\lambda_{15}$ to the printed digits. The closed-form Dirac–Coulomb energy

$$E_{1s}=c^2\left[\sqrt{1-(Z/c)^2}-1\right]=-3532.19\ \text{hartree}$$

lies 0.37 hartree lower, a relative difference of $1.1\times10^{-4}$. This gap is basis-set error: continuing the same series of exponents, it shrinks to 0.13 hartree with 16 functions and 0.085 hartree with 20. This model omits nuclear size, recoil and radiative corrections.

In the normalized upper space, the smallest large-component weight of any combination is 0.431. The inverse of $C_L$ is thus well defined, although in this basis some combinations have more than half of their norm in the small component. The number depends on how tight the basis is: it is 0.501 for the first 10 exponents and 0.401 when the series is extended to 20.

With the first six exponents alone, $v_{\min}=-10165.3$ hartree lies above $\mu=-37841.1$ hartree, and the simple test succeeds. The lowest upper root is then $-3184.9$ hartree, about 10% above the closed-form energy. A correct count does not imply an accurate energy.

If the six tightest small functions are removed from the 14-function basis, while all large functions stay, 9 roots remain above $-2c^2$ instead of 14. The matrix has $14+8=22$ roots, so 13 now lie at or below the edge, against only 8 small functions.

The charge can also be raised as a model parameter. With $V=-Z\hat v$ and $W=-Z\hat w$, where $\hat v,\hat w>0$,

$$K(-2c^2)=2c^2S-Z\hat v+\frac{4c^2}{Z}T\hat w^{-1}T .$$

Its derivative with respect to $Z$ is negative definite, so the test is lost at one charge and not regained. The loss occurs at $Z=196.3$ for the first 10 functions and at $Z=161.0$ for all 14. In these two bases the added tight functions lower the critical value, and it is far from converged: extending the same series gives 149.6 for 18 functions and 140.6 for 30. Both values belong to a point charge in a finite basis and do not give the critical charge of a real nucleus. At $Z=200$ the 14-function basis has 13 roots above $\mu$, so the condition at $\mu$ fails as well.

## (h) Does failure of the condition mean that sorting must select the wrong states?

**Solution.** Take two orthonormal, uncoupled functions, each with kinetic energy $t=5000$ hartree. The first feels a constant potential $-U$, the second feels zero. Then $S=1$, $T=t\,1$, $V=\mathrm{diag}(-U,0)$ and $W=2tV$. For either function with constant potential $v$, the determinant condition is

$$(v-E)\left[-\frac{t}{2c^2}(2c^2+E-v)\right]-t^2=0 .$$

With $\varepsilon=E-v$ this becomes $\varepsilon(\varepsilon+2c^2)=2c^2t$, so

$$\varepsilon_\pm=-c^2\pm\sqrt{c^4+2c^2t}=4468.4,\ -42026.1\ \text{hartree}.$$

The small block has eigenvalues $-2c^2-U$ and $-2c^2$, hence $\mu=-2c^2$. As $\sigma\to\mu^+$, the second diagonal element of $K$ tends to $+\infty$, and the first tends to

$$K_{11}=-U+2c^2+\frac{2c^2t}{U}.$$

It is positive if $U^2-2c^2U-2c^2t<0$, which for $U>0$ means

$$U<c^2+\sqrt{c^4+2c^2t}=-\varepsilon_-=42026.1\ \text{hartree}.$$

This is also the depth at which the upper level of the well, $\varepsilon_+-U$, reaches $-2c^2$. Sorting goes wrong later, when that level falls below the lower level $\varepsilon_-$ of the other function:

$$U>\varepsilon_+-\varepsilon_-=4468.4+42026.1=46494.5\ \text{hartree}.$$

Four depths show the different outcomes:

- At $U=30000$ hartree, $v_{\min}=-30000$ hartree lies above $\mu$, and both tests succeed.
- At $U=40000$ hartree the simple test fails, but the well's upper level is $4468.4-40000=-35531.6$ hartree. Two roots lie above $\mu$, and the Schur test succeeds.
- At $U=44000$ hartree that level is $-39531.6$ hartree. One root lies above $\mu$, so the condition fails, yet the two largest eigenvalues still belong to different functions.
- At $U=50000$ hartree that level is $-45531.6$ hartree, below $\varepsilon_-$. The two largest eigenvalues now both belong to the second function.

In the first three cases the smallest large-component weight is 0.904. It follows from the upper row of the eigenvalue equation, which gives a small-to-large coefficient ratio $\varepsilon_+/t=0.894$ and a weight $[1+0.894^2\,t/(2c^2)]^{-1}=0.904$. In the fourth case the weight is zero: the two selected vectors have proportional large components, $C_L$ is singular, and $X$ does not exist.

Failure of the condition therefore means that fewer than $N$ roots lie above $\mu$, but does not by itself prove that sorting has failed. In this model the set above $\mu$ becomes incomplete at a depth of 42026 hartree, while decoupling of the sorted states breaks down only at 46494 hartree. Two features belong to the model alone. The exactly singular $C_L$ needs exactly uncoupled functions: with an element $V_{12}=300$ hartree added, the weight at $U=50000$ hartree is $4.5\times10^{-4}$, so $X$ exists but is nearly singular and describes wrongly sorted states. The window between the two depths equals $\mu-\varepsilon_-=4468$ hartree, whereas in the ion of (g) $\mu-\lambda_{14}$ is only 30 hartree. In that 14-function basis the condition at $\mu$ fails at $Z=161.3$, and the least weight of the sorted states has already dropped to $6\times10^{-5}$ at $Z=161.5$, from 0.34 at $Z=150$.

## Computed results

```
speed of light c = 137.035999 a.u.
edge -2c^2 = -37557.730 hartree
ion: charge Z = 80, basis size N = 14
exponents: 20 to 31886460 bohr^-2, ratio 3
ion: top of small block mu = -37840.949 hartree
ion: lowest potential eigenvalue v_min = -823679.1 hartree
ion: eigenvalue N = -37871.021 hartree
ion: eigenvalue N+1 = -3531.8179 hartree
shift -39557.7 hartree: n+(K) = 13, n+(D) = 4, roots above = 17
shift -37557.7 hartree: n+(K) = 14, n+(D) = 0, roots above = 14
shift -20000.0 hartree: n+(K) = 14, n+(D) = 0, roots above = 14
shift -3000.0 hartree: n+(K) = 13, n+(D) = 0, roots above = 13
shift -500.0 hartree: n+(K) = 12, n+(D) = 0, roots above = 12
shift 1000.0 hartree: n+(K) = 9, n+(D) = 0, roots above = 9
ion: lowest eigenvalue of K(-2c^2) = 40157.201 hartree
ion: zero of lowest Schur eigenvalue = -3531.8179 hartree
ion: closed-form Dirac-Coulomb 1s = -3532.1921 hartree
ion: least large-component weight in upper space = 0.43115
subset: N = 6, mu = -37841.106 hartree, v_min = -10165.281 hartree
subset: eigenvalue N+1 = -3184.868 hartree
unbalanced: 6 tight small functions removed, roots above -2c^2 = 9 of 14
N = 10: critical model charge = 196.327, roots above -2c^2 = 10 then 9
N = 14: critical model charge = 160.997, roots above -2c^2 = 14 then 13
model charge 200: mu = -38265.777 hartree, roots above mu = 13 of 14
wells: kinetic energy t = 5000 hartree
wells: free levels 4468.380 and -42026.111 hartree
wells: condition fails at depth 42026.111 hartree
wells: sorting fails at depth 46494.491 hartree
depth 30000 hartree: roots above mu = 2, root 3 = -25531.620 hartree, least weight = 0.90389
depth 40000 hartree: roots above mu = 2, root 3 = -35531.620 hartree, least weight = 0.90389
depth 44000 hartree: roots above mu = 1, root 3 = -39531.620 hartree, least weight = 0.90389
depth 50000 hartree: roots above mu = 1, root 3 = -42026.111 hartree, least weight = 0.00000
```
